# Helium's second hyperpolarizability from finite-field Hartree-Fock energies

## Problem

A helium atom with its nucleus fixed at the origin is placed in a static uniform electric field of strength $F$ along $+z$. Its nonrelativistic ground-state energy is expanded as

$$E(F)=E(0)-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4-O(F^6),$$

which defines the polarizability $\alpha$ and the second hyperpolarizability $\gamma$. Atomic units are used throughout. Odd powers are absent because the reflection $z\to-z$ turns the atom in the field $F$ into the atom in the field $-F$, so $E(F)=E(-F)$.

Restricted Hartree-Fock calculations in 87 uncontracted Gaussian functions (12 s, 8 p, 6 d and 3 f sets) give these energies:

| $F$ | $E(F)$ |
|---|---|
| 0 | −2.8616133684139 |
| 0.008 | −2.8616556906725 |
| 0.016 | −2.8617827314027 |
| 0.032 | −2.8622920158943 |
| 0.064 | −2.8643479457634 |

Find the Hartree-Fock value of $\gamma$. The accurate value for the same Hamiltonian is about 43.1. Decide whether the difference comes from the numerical differentiation, the basis or the Hartree-Fock approximation.

## A tempting solution

Three energies suffice to remove $E(0)$ and $\alpha$. In the combination $E(2F)-4E(F)+3E(0)$ the constants cancel, since $1-4+3=0$, and so do the quadratic terms, since $2^2-4=0$. The quartic term survives with weight $2^4-4=12$, which gives $-12\gamma F^4/24=-\gamma F^4/2$. Hence

$$\gamma\approx g(F)=-\frac{2\,[E(2F)-4E(F)+3E(0)]}{F^4}.$$

For hand work, let $\Delta(F)=E(0)-E(F)$ be the energy lowering. Then $g(F)=2[\Delta(2F)-4\Delta(F)]/F^4$. At the largest usable field,

$$g(0.032)=\frac{2\,(2.73457735-4\times0.67864748)\times10^{-3}}{1.048576\times10^{-6}}=38.12 .$$

The smaller fields give $g(0.016)=36.48$ and $g(0.008)=36.11$. The tempting argument now runs as follows. The numerator is a small difference of nearly equal numbers, so the largest field is the safest. The estimates also rise toward 43.1 as the field grows. Therefore $\gamma\approx38.1$, and a still larger field would close the gap.

## Where it fails

The formula for $g$ is right, but it is an equality only in the limit $F\to0$. Write $E(F)=E(0)+e_2F^2+e_4F^4+e_6F^6+e_8F^8+\dots$, with $e_4=-\gamma/24$. The term $e_{2k}F^{2k}$ enters the combination with weight $4^k-4$, so

$$g(F)=-\frac{2}{F^4}\left[12e_4F^4+60e_6F^6+252e_8F^8+\dots\right]=\gamma+a_1F^2+a_2F^4+\dots,$$

with $a_1=-120e_6$ and $a_2=-504e_8$. A larger field therefore mixes higher hyperpolarizabilities into the estimate.

The data show this. The two successive increments of $g$ are $36.4845-36.1106=0.3739$ and $38.1230-36.4845=1.6385$. Their ratio is 4.4, close to the factor 4 expected of an $F^2$ error, with an excess from higher powers. The rise toward 43.1 is thus contamination by $e_6$ and its successors. It carries no information about what Hartree-Fock leaves out.

The worry about cancellation is legitimate, but it can be given a size. If each energy may be wrong by $\delta$, the worst combination of signs shifts $g$ by

$$\frac{2(1+4+3)\,\delta}{F^4}=\frac{16\,\delta}{F^4}.$$

For $\delta=10^{-12}$ this bound is 0.0039 at $F=0.008$, much less than the changes just seen. At $F=0.001$ it would be 16, and the estimate could be worthless. Small fields are usable here because the energies are converged tightly, and the remedy for truncation is to extrapolate toward zero field.

## The Hartree-Fock energy in the field

An electron has charge $-1$, so its potential energy in the field is $+Fz$. The nucleus sits at the origin and contributes nothing. Let $h$ contain the kinetic energy and the nuclear attraction of one electron. Both electrons occupy the same real, normalized orbital $\varphi$ with opposite spins, and the energy is

$$E=2\langle\varphi|h+Fz|\varphi\rangle+(\varphi\varphi|\varphi\varphi).$$

The last term is the Coulomb repulsion of the two charge clouds. There is no exchange term between electrons of opposite spin.

To impose normalization, make $E-2\varepsilon(\langle\varphi|\varphi\rangle-1)$ stationary. A change $\delta\varphi$ gives $4\langle\delta\varphi|h+Fz|\varphi\rangle$ from the first term, $4(\delta\varphi\,\varphi|\varphi\varphi)$ from the repulsion, where any of four factors may vary, and $-4\varepsilon\langle\delta\varphi|\varphi\rangle$ from the constraint. Since $\delta\varphi$ is arbitrary,

$$\left(h+Fz+V[\varphi^2]-\varepsilon\right)\varphi=0,\qquad V[\rho](\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

The tabulated energies come from solving this equation separately at each field, so the repulsion potential adjusts to the polarized orbital.

## Romberg extrapolation

Because the error of $g$ contains even powers of $F$, values at $F$ and $2F$ can be combined to remove the leading one. From

$$g(F)=\gamma+a_1F^2+\dots,\qquad g(2F)=\gamma+4a_1F^2+\dots$$

it follows that $4g(F)-g(2F)=3\gamma+O(F^4)$. The result of this step has a leading error in $F^4$, which grows by 16 on doubling. With $g_0=g$, the general step is

$$g_m(F)=\frac{4^m g_{m-1}(F)-g_{m-1}(2F)}{4^m-1}.$$

The first level gives

$$g_1(0.008)=\frac{4(36.1106)-36.4845}{3}=35.986,$$

$$g_1(0.016)=\frac{4(36.4845)-38.1230}{3}=35.938,$$

and the second gives

$$g_2(0.008)=\frac{16(35.9860)-35.9384}{15}=35.989 .$$

Substituting the first level into the second shows what has been done to the raw values:

$$g_2(F)=\frac{64\,g(F)-20\,g(2F)+g(4F)}{45}.$$

A term $a_kF^{2k}$ is multiplied by $(64-20\cdot4^k+16^k)/45$. This factor is 1 for $k=0$, zero for $k=1$ and $k=2$, and 64 for $k=3$. The leading remaining error is therefore $64a_3F^6$. The weights also limit the amplification of energy errors: for $\delta=10^{-12}$, adding the bounds of the three terms gives at most about 0.006.

The polarizability provides a simple check on the scale of the data. The series predicts $2\Delta(F)/F^2=\alpha+\gamma F^2/12+\dots$. At $F=0.008$ the left side is $2(4.232226\times10^{-5})/(6.4\times10^{-5})=1.32257$. The right side, with $\alpha=1.32238$ and $\gamma=35.99$ taken from the independent zero-field calculation of the next section, is $1.32238+0.00019=1.32257$.

## The same coefficient without finite fields

Extrapolation can be checked by expanding the orbital itself, $\varphi=\varphi_0+F\varphi_1+F^2\varphi_2+\dots$. Its density is

$$\varphi^2=\varphi_0^2+2F\varphi_0\varphi_1+F^2(\varphi_1^2+2\varphi_0\varphi_2)+\dots$$

Reflection symmetry makes $\varepsilon$ even in $F$, so $\varepsilon=\varepsilon_0+F^2\varepsilon_2+\dots$. With $L=h+V[\varphi_0^2]-\varepsilon_0$, the terms of first and second order in the orbital equation are

$$L\varphi_1+2V[\varphi_0\varphi_1]\varphi_0=-z\varphi_0,$$

$$L\varphi_2+2V[\varphi_0\varphi_2]\varphi_0=-z\varphi_1-V[\varphi_1^2]\varphi_0-2V[\varphi_0\varphi_1]\varphi_1+\varepsilon_2\varphi_0 .$$

Normalization requires $\langle\varphi_0|\varphi_1\rangle=0$ and $2\langle\varphi_0|\varphi_2\rangle+\langle\varphi_1|\varphi_1\rangle=0$. The second condition fixes $\varepsilon_2$.

These two functions are enough for $\gamma$. The truncated orbital $\varphi_0+F\varphi_1+F^2\varphi_2$, once normalized, differs from the Hartree-Fock solution by $O(F^3)$. The energy is stationary at that solution, so its error is quadratic in the difference, hence $O(F^6)$. The $F^4$ coefficient is complete.

To extract it, let $N$ be the squared norm of the truncated orbital. The conditions above remove its $F$ and $F^2$ terms, and parity removes $2F^3\langle\varphi_1|\varphi_2\rangle$. Thus $N=1+n_4F^4$ with $n_4=\langle\varphi_2|\varphi_2\rangle$. The normalized energy is $2A/N+W/N^2$, where $A$ is the one-electron integral and $W$ the repulsion before normalization. Since $1/N=1-n_4F^4+\dots$ and $1/N^2=1-2n_4F^4+\dots$,

$$e_4=2(A_4-n_4A_0)+W_4-2n_4W_0,\qquad \gamma=-24e_4 .$$

Subscripts denote powers of $F$. Here $A_0=\langle\varphi_0|h|\varphi_0\rangle$ and $W_0=(\varphi_0\varphi_0|\varphi_0\varphi_0)$, while

$$A_4=\langle\varphi_2|h|\varphi_2\rangle+2\langle\varphi_1|z|\varphi_2\rangle,$$

$$W_4=2(\rho_0|\rho_4)+2(\rho_1|\rho_3)+(\rho_2|\rho_2),$$

with $\rho_0=\varphi_0^2$, $\rho_1=2\varphi_0\varphi_1$, $\rho_2=\varphi_1^2+2\varphi_0\varphi_2$, $\rho_3=2\varphi_1\varphi_2$ and $\rho_4=\varphi_2^2$.

This calculation uses no finite field and gives $\gamma=35.9887$ in the same basis. The Romberg value, 35.9891, differs by 0.0004. Numerical differentiation is therefore excluded as the source of a discrepancy of about 7.

## What the basis must contain

The orbital $\varphi_0$ is spherical, so $z\varphi_0$ and hence $\varphi_1$ have p symmetry. Products of two p factors contain s and d parts, and these make up $\varphi_2$. An f part first appears in $\varphi_3$, which is not needed for $\gamma$. Indeed, deleting all f functions leaves the perturbative Hartree-Fock value at 35.9887.

The f functions do affect the next order. Without them the variational energy at a given field cannot be lower, while $E(0)$, $e_2$ and $e_4$ are unchanged. Thus $e_6$ cannot decrease and $a_1=-120e_6$ cannot increase. The finite-field slope $[g(2F)-g(F)]/(3F^2)$ at $F=0.008$, which equals $a_1+5a_2F^2+\dots$ and lies about 3 % above $a_1$, falls from 1948 to 1675.

Radial flexibility matters far more. The radial density of a Gaussian with angular momentum $l$ and exponent $\zeta$ is proportional to $r^{2l+2}e^{-2\zeta r^2}$, with its maximum at $r=\sqrt{(l+1)/(2\zeta)}$. Removing the p and d exponents below 0.2 discards functions peaking beyond 2.2 bohr for p and 2.7 bohr for d. The result drops to $\gamma=11.1$, so good field differentiation in a compact basis would give a precise but wrong answer.

A denser s, p, d basis gives 36.05, a change of 0.06, or 0.2 %, from the value found here. This is an indication of the remaining basis error, not a bound on it; the radially converged Hartree-Fock limit is 36.03, between the two values. To the accuracy justified, the Hartree-Fock value is $\gamma=36.0$. Basis improvement at this level gives no sign of leading to 43.1.

## Removing the Hartree-Fock restriction

To identify the missing contribution, keep the basis and enlarge the wave function. The singlet spin function is antisymmetric, so the spatial function must be symmetric:

$$\Psi(1,2)=\sum_{pq}C_{pq}\chi_p(1)\chi_q(2),\qquad C_{pq}=C_{qp}.$$

For orthonormal $\chi_p$, projecting the Schrödinger equation onto $\chi_p(1)\chi_q(2)$ gives

$$\sum_r h^F_{pr}C_{rq}+\sum_s C_{ps}h^F_{sq}+\sum_{rs}(pr|qs)C_{rs}=E\,C_{pq},$$

where $h^F=h+Fz$. The first two terms act on electrons 1 and 2, and the third is their instantaneous repulsion. Hartree-Fock restricts $C_{pq}$ to a product $a_pa_q$. Full configuration interaction (CI) lifts that restriction within the chosen basis.

The same five fields give raw CI estimates 43.517, 44.017 and 46.221. Their extrapolation is

$$\gamma_{\rm CI}=\frac{64(43.517)-20(44.017)+46.221}{45}=43.355 .$$

These raw values also rise with field, but now away from 43.1. This settles the case against the tempting argument: the field error has the same sign in both methods, and in Hartree-Fock it merely happened to point toward the reference.

In this basis, correlation raises $\gamma$ by $43.355-35.989=7.37$. Hartree-Fock is low by 17.0 % relative to CI, whereas its $\alpha$ is low by 4.6 %. These figures carry the basis error: near the basis limit they become about 7.1, 16.4 % and 4.4 %. The CI value is itself about 0.25, or 0.6 %, above the accurate 43.1. Its last two extrapolation levels differ by only 0.005, so this excess is attributed to the finite basis. With radially converged partial waves, CI gives 43.19 for both $l\le2$ and $l\le3$, 43.16 for $l\le4$ and 43.15 for $l\le5$, approaching the reference from above. In the present basis, adding the three f sets, none of them tight, moves CI from 43.245 to 43.355, slightly farther from the reference; this shift belongs to these particular sets, not to the f partial wave as such. There is no contradiction: the variational principle bounds the energy, not its fourth derivative.

## Answer and range of validity

The Hartree-Fock result is

$$\gamma_{\rm HF}=36.0\ \text{a.u.}\approx2.25\times10^{-63}\ \mathrm{C^4\,m^4\,J^{-3}},$$

and its shortfall from 43.1 is mainly missing electron correlation. The last SI digit depends on the basis: 35.99 gives 2.244 and the basis-limit value 36.03 gives 2.247.

The field must remain small for a physical reason as well. In a uniform field the potential falls without limit on one side, so an electron can eventually tunnel out. The localized basis replaces this decaying state by a bound one. A rough estimate takes the outer electron to move in $-1/r-Fr$ along the escape direction. The barrier top is where $1/r^2=F$, at height $-2\sqrt F$, which is $-0.51$ for $F=0.064$. The CI energy and the value $-2$ for the remaining ion place the electron near $-0.90$, well below that top. Tunnelling is still present: the standard static-field estimate of the width is about $3\times10^{-10}$ at $F=0.064$. This exceeds $\delta=10^{-12}$, but that energy enters $g_2$ with weight $2/(45\times0.032^4)$, so an ambiguity of that size is only about $10^{-5}$ in $\gamma$. The two levels meet near $F=(0.90/2)^2\approx0.20$. Fields of that size cannot be used to define $\gamma$, however smoothly a finite basis may behave there.

The numerical output follows below.

## Calculated quantities

```
All values in atomic units unless a unit is given
s exponents: 12 from 0.025 to 596.046, ratio 2.5
p exponents: 8 from 0.030 to 7.483, ratio 2.2
d exponents: 6 from 0.040 to 2.061, ratio 2.2
f exponents: 3 from 0.100 to 0.900, ratio 3.0
basis functions, spdf / spd: 87 / 66
HF energy, F = 0: -2.8616133684139
HF energy, F = 0.008: -2.8616556906725
HF energy, F = 0.016: -2.8617827314027
HF energy, F = 0.032: -2.8622920158943
HF energy, F = 0.064: -2.8643479457634
HF gamma, Romberg level 0, F = 0.008: 36.1106
HF gamma, Romberg level 0, F = 0.016: 36.4845
HF gamma, Romberg level 0, F = 0.032: 38.1230
HF gamma, Romberg level 1, F = 0.008: 35.9860
HF gamma, Romberg level 1, F = 0.016: 35.9384
HF gamma, Romberg level 2, F = 0.008: 35.9891
HF gamma, perturbation theory: 35.9887
raw error at F = 0.008: 0.1219
raw error at F = 0.016: 0.4958
ratio of these raw errors: 4.068
bound on raw gamma shift at F = 0.008 for energy errors of 1e-12: 0.0039
HF alpha, Romberg / perturbation: 1.32238 / 1.32238
HF gamma without f functions: 35.9887
raw gamma slope in F^2, with f / without f: 1947.6 / 1674.9
HF gamma, denser spd basis (76 functions): 36.0477
HF gamma, p and d exponents below 0.2 removed: 11.093
small-basis CI, pair / determinant energy: -2.892343852 / -2.892343852
CI energy, F = 0: -2.902453798221
CI energy, F = 0.008: -2.902498164123
CI energy, F = 0.016: -2.902631350951
CI energy, F = 0.032: -2.903165451477
CI energy, F = 0.064: -2.905324644445
CI gamma, Romberg level 0, F = 0.008: 43.517
CI gamma, Romberg level 0, F = 0.016: 44.017
CI gamma, Romberg level 0, F = 0.032: 46.221
CI gamma, Romberg level 1, F = 0.008: 43.350
CI gamma, Romberg level 1, F = 0.016: 43.282
CI gamma, Romberg level 2, F = 0.008: 43.355
CI gamma without f functions: 43.245
CI alpha, with f / without f: 1.3862 / 1.3846
HF deficit in gamma relative to CI: 17.0 %
HF deficit in alpha relative to CI: 4.6 %
atomic unit of gamma: 6.2354e-65 C^4 m^4 J^-3
HF gamma in SI: 2.244e-63 C^4 m^4 J^-3
CI gamma in SI: 2.703e-63 C^4 m^4 J^-3
```
